# Why a saturated tunnelling phase time is not a superluminal signal

**Comment on an argument about electron injection into a low-k dielectric**

The argument under review runs as follows. An electron from a metal electrode meets the barrier formed by an interlayer dielectric. The phase time, the delay of the transmitted peak, becomes independent of dielectric thickness. For an electron energy of 7 eV, a barrier top at 11 eV and a thickness of 40 nm it is 0.124 fs, while light in vacuum needs 0.133 fs to cover the same distance. The author concludes that injected electrons carry signals across the dielectric faster than light.

Two questions have to be kept apart: are the delay and its saturation correct, and does a signal speed follow from them?

## 1. The delay itself

The Schrödinger equation has no limiting speed, so it cannot decide the second question. I therefore use the Dirac equation in one dimension for one electron in a prescribed real potential:

\[
H=-i\hbar c\,\sigma_x\partial_x+\sigma_z mc^2+V(x),\qquad \psi=\begin{pmatrix}u\\ l\end{pmatrix}.
\]

Let \(E\) be the kinetic energy, \(\varepsilon=E+mc^2\) the total energy and \(M=2mc^2\). The barrier has height \(V\) for \(0<x<d\), with \(0<V-E<M\). The stationary equations are

\[
(E-V)u=-i\hbar c\,l',\qquad (M+E-V)\,l=-i\hbar c\,u'.
\]

Outside, where \(V=0\), a wave \(e^{ikx}\) has \(l=\eta u\) with

\[
\hbar ck=\sqrt{E(M+E)},\qquad \eta=\sqrt{E/(M+E)}.
\]

Inside, \(u\) varies as \(e^{\pm\kappa x}\), and the two equations give

\[
\hbar c\kappa=\sqrt{(V-E)(M+E-V)},\qquad \beta\equiv\frac{\hbar c\kappa}{M+E-V}=\sqrt{\frac{V-E}{M+E-V}}.
\]

Let the wave behind the barrier be \(u=Fe^{ik(x-d)}\), so that \(F\) relates the exit face to the entrance face. With \(y=\kappa(x-d)\), the interior solution is

\[
u=F(\cosh y+b\sinh y),\qquad l=-i\beta F(\sinh y+b\cosh y).
\]

Continuity of \(l\) at \(x=d\) requires \(-i\beta b=\eta\), hence \(b=i/s\) with \(s=\beta/\eta\). At \(x=0\) the outer wave has \(u=1+R\) and \(l=\eta(1-R)\). The sum and difference of \(u\) and \(l/\eta\) there give

\[
F=\frac{1}{\cosh\kappa d+\frac i2\left(s-\frac1s\right)\sinh\kappa d},\qquad
R=-\frac i2\left(s+\frac1s\right)\sinh(\kappa d)\,F .
\]

A narrow-band pulse acquires the factor \(|F|e^{i\phi}\), where \(\phi=\arg F\). Expanding \(\phi\) to first order in energy shifts the pulse envelope by

\[
\tau=\hbar\frac{d\phi}{dE},\qquad \phi=-\arctan\left[\tfrac12\left(s-\tfrac1s\right)\tanh\kappa d\right].
\]

For \(\kappa d\gg1\) the hyperbolic tangent is one and \(\phi=\pi/2-2\arctan s\). The thickness has dropped out, and \(\tau_\infty=-2\hbar s'/(1+s^2)\), the prime denoting \(d/dE\). From \(s^2=(V-E)(M+E)/[E(M+E-V)]\),

\[
-\frac{2s'}{s}=\frac{V}{E(V-E)}+\frac{V}{(M+E)(M+E-V)},\qquad 1+s^2=\frac{VM}{E(M+E-V)}.
\]

Their combination is

\[
\tau_\infty=\frac{\hbar s}{M}\left[\frac{M+E-V}{V-E}+\frac{E}{M+E}\right]
=\frac{\hbar(M+2E-V)}{\sqrt{E(V-E)(M+E)(M+E-V)}},
\]

because \((M+E-V)(M+E)+E(V-E)=M(M+2E-V)\). For energies far below \(mc^2\) this becomes

\[
\tau_\infty=\frac{\hbar}{\sqrt{E(V-E)}}=\frac{2}{\kappa v},\qquad v=\frac{\hbar k}{m}.
\]

The author's case has \(\kappa=10.246\ \mathrm{nm^{-1}}\) and \(v=1.5692\) nm/fs, so \(\tau_\infty=2/(10.246\times1.5692)=0.1244\) fs. The first question is settled in the author's favour: saturation survives in a relativistic equation, and the delay is correct within the model.

## 2. What the delay measures

Dividing \(d\) by \(\tau\) presumes that \(\tau\) is the time transmitted electrons spend crossing. That can be checked. Differentiate \((H-\varepsilon)\psi=0\) with respect to energy to obtain \((H-\varepsilon)\psi_E=\psi\). Then

\[
\psi^\dagger\psi=\psi^\dagger(H-\varepsilon)\psi_E-[(H-\varepsilon)\psi]^\dagger\psi_E=-i\hbar c\,\partial_x(\psi^\dagger\sigma_x\psi_E),
\]

since the potential and mass terms cancel. Integration over the barrier gives the stored probability \(N\) as a difference of face values. With \(\psi=F(1,\eta)\) at the exit and \(\psi=(1+R,\ \eta(1-R))\) at the entrance, these are

\[
\begin{aligned}
\psi^\dagger\sigma_x\psi_E\big|_d&=2\eta F^*F'+|F|^2\eta',\\
\psi^\dagger\sigma_x\psi_E\big|_0&=\eta'(1+R^*)(1-R)-2\eta R^*R'.
\end{aligned}
\]

Flux conservation, \(|F|^2+|R|^2=1\), has two uses here. It gives \((1+R^*)(1-R)=|F|^2-2i\,\mathrm{Im}R\), and it makes the real part of \(F^*F'+R^*R'\) vanish. The phases of \(R\) and \(F\) differ by a constant, so the remaining imaginary part is \(i\phi'\). Therefore

\[
N=-i\hbar c\,(2i\eta\phi'+2i\eta'\,\mathrm{Im}R)=2\hbar c\,(\eta\phi'+\eta'\,\mathrm{Im}R).
\]

The incident flux is \(j_{\rm in}=2c\eta\), and division by it gives

\[
\tau=\frac{N}{j_{\rm in}}-\hbar\,\frac{\eta'}{\eta}\,\mathrm{Im}R .
\]

The first term is the dwell time. The second comes from interference between incident and reflected waves in front of the barrier. In a thick barrier the density falls as \(e^{-2\kappa x}\) from the entrance, so \(N\) stops growing when thickness is added at the far side. \(R\) tends to a constant as well, and the delay saturates.

At low energy and \(\kappa d\gg1\), \(\mathrm{Im}R=-2s/(1+s^2)\), \(1+s^2=V/E\) and \(\eta'/\eta=1/(2E)\). The interference term is then \(\hbar s/V=\tau_\infty(V-E)/V\), which leaves \(\tau_\infty E/V\) for the dwell time. Here these are 0.0452 fs and 0.0792 fs.

The flux in the denominator is the whole incident flux, nearly all of which is reflected. The ratio \(d/\tau\) thus divides the full thickness by a time set by electrons that mostly turn back near the entrance. It is not a transit speed.

## 3. What a signal can do

That \(d/\tau\) is no transit speed does not yet exclude a fast signal by other means. The exclusion comes from the probability density \(\rho=|u|^2+|l|^2\) and flux \(j=c(u^*l+l^*u)\), which obey \(\partial_t\rho+\partial_xj=0\) and

\[
|j|\le 2c|u||l|\le c\rho .
\]

Let \(P_X(t)\) be the probability ahead of a light ray that starts at \(X\). For a state vanishing at infinity,

\[
\frac{dP_X}{dt}=\frac{d}{dt}\int_{X+ct}^{\infty}\rho\,dx=\left(j-c\rho\right)_{x=X+ct}\le0 .
\]

No property of the barrier entered, and \(V\) may depend on time.

A signal requires the sender to have a choice. Let choices A and B give the same state for \(x>X_0\) at \(t=0\), and the same potential for \(x>X_0+ct\) afterwards. Ahead of the ray, the difference \(\psi_A-\psi_B\) obeys one Dirac equation, so the same inequality applies to it. Its norm there starts at zero and cannot grow. A detector ahead of the ray finds identical statistics for A and B, whatever the phase time.

The assumption about the potential matters. If the sender's electrode were taken to change the potential everywhere at once, as in electrostatics without retardation, the model would contain an instantaneous signal of its own making.

A strongly relativistic barrier allows a numerical test at appreciable transmission. In units \(\hbar=c=m=1\), take \(E=0.6\), \(V=1.5\), \(d=4\). The transmission is \(9.6\times10^{-4}\), the phase time 1.368 and the apparent speed \(2.92c\). A wave packet that initially occupied \(-41<x<-1\) was evolved to \(t=60\), with the barrier edges slightly smoothed. By then a probability of \(9.2\times10^{-4}\) lay beyond \(x=6\). Ahead of the ray from \(x=-1\) there was at most \(10^{-26}\), which is rounding error. Ahead of the ray from the packet's centre, the probability fell from 0.50 to \(7.9\times10^{-5}\).

The Schrödinger equation, given the same initial wave and barrier, put \(2.4\times10^{-4}\) ahead of the first ray by \(t=30\). Its carrier speed is \(\hbar k/m=\sqrt{0.6\times2.6}\,c=1.25c\), so it breaks the limit without any help from tunnelling.

## 4. How a peak can be early

The early peak is real. The incident pulse \(t^{20}e^{-0.1t}\), which peaks at \(t=200\), gave an output peak delayed by 1.35 in the same model, against a light time of 4. The output peak is not caused by the input peak. Applied to a ray that passes both faces, the inequality says that the probability beyond the exit at time \(t\) cannot exceed the probability already beyond the entrance at \(t-d/c\). The early part of the pulse supplies the early output.

A pulse with a definite start shows the difference. For complex energy in the upper half plane, a pole of \(F\) would be a solution with outgoing waves only, decaying on both sides. That is a normalizable state of a Hermitian Hamiltonian with complex energy, which cannot exist, so \(F\) is analytic there. At large \(|\varepsilon|\) the barrier hardly reflects, and \(F\to e^{i(\varepsilon-V)d/\hbar c}\). The output is an integral over energy along a line just above the real axis, since states bound in the gap can give \(F\) poles on the axis itself. At large \(|\varepsilon|\) the integrand behaves as \(e^{-i\varepsilon(t-d/c)/\hbar}\) times the incident spectrum, itself analytic in the upper half plane for a pulse starting at \(t=0\). For \(t<d/c\) the contour can be closed there, and the output is zero.

For the incident pulse \(t^2e^{-t/2}\), scaled to unit peak, the output at the sampled times 1, 2, 3 and 3.8 was at most \(10^{-10}\). One time unit after \(d/c\) it was 0.119. Just behind the front, 0.02 after its arrival, output and input heights stood in the ratio 0.987. The onset is governed by large \(|\varepsilon|\), where \(|F|\to1\) and waves propagate inside the barrier, so the front does not tunnel.

## 5. The price of apparent speed \(c\)

In the dielectric example the phase time has settled by 1 nm:

| \(d\) (nm) | \(\tau\) (fs) | \(d/(\tau c)\) | \(\log_{10}T\) |
|---|---|---|---|
| 0.1 | 0.0898 | 0.0037 | −0.41 |
| 1 | 0.1244 | 0.027 | −8.3 |
| 4 | 0.1244 | 0.107 | −35.0 |
| 40 | 0.1244 | 1.073 | −355.4 |

Apparent speed \(c\) is reached at \(d_c=c\tau_\infty=299.79\times0.1244=37.3\) nm. The transmission there follows from

\[
\frac1T=1+\tfrac14\left(s+\tfrac1s\right)^2\sinh^2\kappa d .
\]

At low energy \((s+1/s)^2=V^2/[E(V-E)]\). For a thick barrier \(\sinh^2\kappa d\approx e^{2\kappa d}/4\), and \(2\kappa d_c=2\kappa c\cdot2/(\kappa v)=4c/v\). Hence

\[
T(d_c)\approx16\,\frac EV\left(1-\frac EV\right)e^{-4c/v}.
\]

With \(c/v=191.05\), the exponential contributes \(-331.89\) to \(\log_{10}T\) and the prefactor 3.70 contributes \(+0.57\), so \(T\approx10^{-331.3}\). The exponent contains only the incident speed. In this equal-mass, low-energy model, a higher barrier shortens \(d_c\) but gains nothing in the exponent.

For scale, let every free electron of the electrode arrive at normal incidence with speed \(v\). This generous supply is \(10^{38.6}\) electrons per cm² per year. One of them tunnels per cm² per year at \(d=4.4\) nm, where the apparent speed is \(0.12c\). At \(d_c\) the expected number is \(10^{38.6-331.3}\approx10^{-293}\).

Tunnelling also limits the pulse. Let the energy distribution be \(\exp[-(E'-E)^2/2\sigma^2]\), with \(E'\) the energy of a component. The weight at the barrier top is \(\exp[-(V-E)^2/2\sigma^2]\), and about \(10^{-5}\) of it is transmitted at 40 nm, since \(1/T\to1+mVd^2/2\hbar^2\) at the top. On the scale of \(e^{-2\kappa d}\approx10^{-356}\) that loss is negligible. The weight at the top therefore stays below the tunnelled weight \(e^{-2\kappa d}\) if

\[
\sigma\lesssim\frac{V-E}{\sqrt{4\kappa d}}=\frac{4\ \mathrm{eV}}{\sqrt{4\times10.246\times40}}=0.099\ \mathrm{eV}.
\]

Summing the transmitted weight over energy at 40 nm confirmed that tunnelling dominates at half this spread and over-barrier transmission at twice it. The corresponding rms duration is \(\hbar/2\sigma=3.3\) fs. The peak's lead over light, 0.009 fs, belongs to a much narrower spread and so to a longer pulse. The barrier favours the higher energies: at \(\sigma=0.099\) eV the transmitted electrons have a mean energy of about 8.2 eV, their peak is delayed by 0.137 fs, and the lead is gone. At half this spread a lead of 0.007 fs remains, for a pulse of 6.7 fs. The comparison is instructive but not a general proof. The duration grows as \(\sqrt d\), and for \(d\gg d_c\) the lead is nearly \(d/c\), so they meet near \(40\,(3.33/0.1334)^2\) nm, about 25 µm. The bound of section 3 holds there too.

## 6. Bearing on a real interconnect

The parameters are rough values for a copper-like electrode and a porous organosilicate-like dielectric: 7 eV from band bottom to Fermi level, a 4 eV barrier, 40 nm spacing, 1 V and 378 K. Changing one assumption at a time at 40 nm shows what the model leaves out.

- A barrier mass of half the free mass gives \(\tau=0.129\) fs and \(\log_{10}T=-251\).
- The tilt from 1 V, a field of 0.25 MV/cm, gives 0.129 fs and \(-332\).
- Image lowering is about 0.13 eV for an optical permittivity of 2.
- The Boltzmann factor for reaching the barrier top is \(10^{-53}\). It is a statistical weight and not a current, but it exceeds \(T\) by some 300 orders of magnitude.
- A trap midway replaces one passage by two, each with \(T\approx10^{-177}\).

In the first two cases the delay moves by about 4%, while the transmission moves by 104 and 23 orders of magnitude. Of the assumptions compared here, the one that fails most severely is therefore that current at this spacing is direct, elastic tunnelling. Thermally assisted emission and transport through defects offer other routes for leakage, and \(\tau_\infty\) does not apply to them. Above 1.0 MV/cm at 40 nm the barrier becomes triangular, and electrons enter the dielectric's conduction band before the far electrode. At fixed field, added thickness is then crossed by real propagation, and the total delay no longer saturates.

I ask the author to keep the calculated delay, to call it the delay of a transmitted peak, and to withdraw the sentence on signals. The numerical output gives the remaining values.

## Calculated quantities

```
MODEL BARRIER, units hbar = c = m = 1
kinetic energy, barrier height (mc^2): 0.6, 1.5
thickness (hbar/mc) = light time (hbar/mc^2): 4.0
transmission: 9.585e-04
phase time (hbar/mc^2): 1.368
apparent speed (c): 2.92
delay of smooth pulse peak (hbar/mc^2): 1.35
sharp pulse, largest output before d/c (incident peak = 1): 9.6e-11
sharp pulse, output 1 hbar/mc^2 after d/c: 0.119
front height, output/input, 0.02 hbar/mc^2 after start: 0.987
probability ahead of light rays, starts x = [-1, -11, -21, -31] hbar/mc
  t =  0 hbar/mc^2: 0.00e+00  7.54e-02  5.00e-01  9.25e-01
  t = 15 hbar/mc^2: 1.62e-27  7.06e-05  3.35e-01  8.15e-01
  t = 30 hbar/mc^2: 3.47e-27  2.35e-05  2.99e-04  1.56e-01
  t = 45 hbar/mc^2: 4.40e-27  1.23e-05  1.72e-04  5.97e-04
  t = 60 hbar/mc^2: 1.01e-26  7.38e-06  7.85e-05  4.52e-04
probability beyond x = 6 at t = 60: 9.15e-04
Schroedinger control, probability ahead of light at t = 30: 2.4e-04
DEVICE EXAMPLE
energy E, barrier top V (eV): 7.0, 11.0
spacing (nm), bias (V), temperature (K): 40.0, 1.0, 378.0
incident speed v (nm/fs), c (nm/fs), c/v: 1.5692, 299.79, 191.1
decay constant kappa (1/nm): 10.246
saturated phase time (fs): 0.1244
dwell part, interference part (fs): 0.0792, 0.0452
thickness (nm), phase time (fs), apparent speed (c), log10 T
   0.05  0.0532  0.0031  -0.12
   0.10  0.0898  0.0037  -0.41
   0.20  0.1181  0.0057  -1.22
   1.00  0.1244  0.0268  -8.33
   4.00  0.1244  0.1073  -35.03
  40.00  0.1244  1.0726  -355.42
thickness for apparent speed c (nm): 37.29
log10 T there, full and from exp(-4c/v) rule: -331.32, -331.32
log10 of generous supply (electrons per cm2 and year): 38.62
thickness for one electron per cm2 and year (nm): 4.40
apparent speed at that thickness (c): 0.118
light time over spacing (fs), advance of peak (fs): 0.1334, 0.0090
largest energy spread (eV), shortest rms duration (fs): 0.0988, 3.33
NEGLECTED EFFECTS at the 40 nm spacing
barrier mass 0.5 m: phase time (fs), log10 T: 0.1290, -251.1
bias tilt: phase time (fs), log10 T: 0.1294, -332.2
field (MV/cm), field for triangular barrier (MV/cm): 0.25, 1.00
image lowering (eV), optical permittivity 2.0: 0.134
kT (eV), log10 of Boltzmann factor over barrier: 0.0326, -53.3
log10 T for half the spacing (trap midway): -177.4
```
